# Why Forces and Stress Converge Slower than Energies in Unsmeared Metals: verification in Python

```python
"""Result under test: for a metal with sharp occupations and a closed, curved
Fermi surface in d dimensions, the rms k-mesh error over mesh shifts falls as
L**(-(d+3)/2) for the grand potential and L**(-(d+1)/2) for force and stress.

L: mesh points per axis; k: reduced wave vector with period 2 pi; mu: chemical
potential; u: displacement of one sublattice along x; strain: uniaxial xx strain.
The grand potential is the cell average of (energy-mu) over occupied states.
Force = -d(Omega)/du, stress = d(Omega)/d(strain)/volume, for one spin.
Hartree atomic units throughout, except where a printed label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit

t, tp = 0.10, 0.05             # hopping along x (undisplaced) and transverse
decay, u0 = 0.5, 0.4           # hopping decay per bohr, displacement in bohr
a, b = 8.0, 6.0                # cell lengths along x and along y, z
mu = -0.32
volume = a * b * b
TWO_PI = 2 * np.pi


def root_s(k, u=u0, strain=0.0):
    return np.sqrt(2 * (np.cosh(2 * decay * u * (1 + strain)) + np.cos(k)))


def band_x(k, u=u0, strain=0.0):
    return -t * np.exp(-decay * a * strain / 2) * root_s(k, u, strain)


def slope_u(k):
    return -2 * t * decay * np.sinh(2 * decay * u0) / root_s(k)


def slope_strain(k):
    s = root_s(k)
    return t * (decay * a * s / 2
                - 2 * decay * u0 * np.sinh(2 * decay * u0) / s)


def velocity_x(k):
    return t * np.sin(k) / root_s(k)


def hessian_x(k):
    s = root_s(k)
    return t * (np.cos(k) + (np.sin(k) / s)**2) / s


# Band and its parameter derivatives against diagonalization of the two-site cell
def lower_level(k, u, strain):
    long_bond = (a / 2 + u) * (1 + strain)
    short_bond = (a / 2 - u) * (1 + strain)
    h = (t * np.exp(-decay * (long_bond - a / 2))
         + t * np.exp(-decay * (short_bond - a / 2)) * np.exp(-1j * k))
    return np.linalg.eigvalsh(np.array([[0, h], [np.conj(h), 0]]))[0]


step = 1e-5
for k in (0.3, 1.1, 1.9, 2.8):
    assert abs(lower_level(k, u0, 0) - band_x(k)) < 1e-12
    du = (lower_level(k, u0 + step, 0) - lower_level(k, u0 - step, 0)) / (2 * step)
    de = (lower_level(k, u0, step) - lower_level(k, u0, -step)) / (2 * step)
    assert abs(du - slope_u(k)) < 1e-8 and abs(de - slope_strain(k)) < 1e-8


def tip_x(level, u=u0):
    s = (-level - 4 * tp) / t
    return np.arccos(s * s / 2 - np.cosh(2 * decay * u))


def edge_y(k, level=mu):
    return np.arccos(np.clip((band_x(k) - level - 2 * tp) / (2 * tp), -1, 1))


X, Y = tip_x(mu), float(edge_y(0.0))
# Positive Hessian at all occupied k makes the Fermi surface closed and convex
assert hessian_x(np.linspace(0, X, 1000)).min() > 0 and np.cos(Y) > 0
assert -band_x(np.pi) - 4 * tp > mu      # upper band is empty
# Motion of the Fermi-surface tip with displacement at fixed mu
tip_rate = (tip_x(mu, u0 + step) - tip_x(mu, u0 - step)) / (2 * step)
assert abs(tip_rate + slope_u(X) / velocity_x(X)) < 1e-7

# Nested quadrature over the occupied region
NODES = 400
gl_x, gl_w = np.polynomial.legendre.leggauss(NODES)
theta = (np.arange(NODES) + 0.5) * np.pi / NODES - np.pi / 2


def occupied_grid(level):
    edge = tip_x(level)
    kx = edge * gl_x
    wx = edge * gl_w / TWO_PI
    y_edge = edge_y(kx, level)[:, None]
    ky = y_edge * np.sin(theta)
    wy = y_edge * np.cos(theta) * (np.pi / NODES) / TWO_PI
    cos_z = (band_x(kx)[:, None] - 2 * tp * np.cos(ky) - level) / (2 * tp)
    return kx, wx, ky, wy, np.arccos(np.clip(cos_z, -1, 1))


def fourier(grid, tx, ty, tz):
    """Fourier coefficients of Omega, number, u- and strain-slope integrands."""
    kx, wx, ky, wy, z = grid

    def z_part(n):
        return z / np.pi * np.sinc(n * z / np.pi)
    jump = z_part(tz)
    kink = 2 * tp * (np.cos(z) * jump - 0.5 * (z_part(tz + 1) + z_part(tz - 1)))
    plane = wy * np.cos(ty * ky)
    inner_jump = (plane * jump).sum(1) * wx
    inner_kink = (plane * kink).sum(1) * wx
    wave = np.cos(np.outer(np.atleast_1d(tx), kx))
    return np.array([wave @ inner_kink, wave @ inner_jump,
                     wave @ (inner_jump * slope_u(kx)),
                     wave @ (inner_jump * slope_strain(kx))])


grid0 = occupied_grid(mu)
omega0, n0, gu0, ge0 = fourier(grid0, 0, 0, 0)[:, 0]
dmu = 1e-4
upper = fourier(occupied_grid(mu + dmu), 0, 0, 0)[:, 0]
lower = fourier(occupied_grid(mu - dmu), 0, 0, 0)[:, 0]
rates = (upper - lower) / (2 * dmu)
assert abs(rates[0] + n0) < 1e-6
dos, mean_gu = rates[1], rates[2] / rates[1]


# Stationary-phase coefficients against quadrature, along two directions
def stationary(p, q, m):
    kx = X if q == 0 else brentq(
        lambda k: q * velocity_x(k) - p * 2 * tp * np.sin(edge_y(k)), 0, X)
    ky = 0.0 if q == 0 else float(edge_y(kx))
    vx, vy = velocity_x(kx), 2 * tp * np.sin(ky)
    speed = np.hypot(vx, vy)
    curvature = 2 * tp * (hessian_x(kx) * vy**2
                          + 2 * tp * np.cos(ky) * vx**2) / speed**4
    length, phase = m * np.hypot(p, q), m * (p * kx + q * ky)
    amp = 2 / TWO_PI**2 / np.sqrt(curvature) / length**2
    g = slope_u(kx)
    return (speed * amp / length, speed * amp / length * np.sin(phase),
            abs(g) * amp, -g * amp * np.cos(phase))


phase_errors = []
for p, q in ((1, 0), (1, 1)):
    block = []
    for start in (30, 120):
        worst = np.zeros(2)
        for m in range(start, start + 8):
            c = fourier(grid0, p * m, q * m, 0)[:, 0]
            ak, fk, aj, fj = stationary(p, q, m)
            worst = np.maximum(worst, [abs(c[0] - fk) / ak, abs(c[2] - fj) / aj])
        block.append(worst)
    # corrections are one order smaller in 1/|T|
    assert np.all(block[1] < 0.06) and np.all(block[1] < 0.5 * block[0])
    phase_errors.append(block[1])
phase_errors = np.array(phase_errors)


# Explicit shifted meshes
def shifts(count, dim):
    ratio = brentq(lambda x: x**(dim + 1) - x - 1, 1, 2)
    powers = ratio ** -np.arange(1, dim + 1)
    return (0.5 + np.outer(np.arange(1, count + 1), powers)) % 1


def mesh_energy(L, shift, u=u0):
    kx, ky, kz = (TWO_PI * (np.arange(L) + s) / L for s in shift)
    e = (band_x(kx, u)[:, None, None] - 2 * tp * np.cos(ky)[None, :, None]
         - 2 * tp * np.cos(kz)[None, None, :])
    return kx, e


def mesh_values(L, shift):
    kx, e = mesh_energy(L, shift)
    gu, ge = slope_u(kx), slope_strain(kx)
    counts = (e < mu).reshape(L, -1).sum(1)
    omega = np.minimum(e - mu, 0).sum()
    flat = e.ravel()
    target = n0 * L**3
    full = int(target)
    part = target - full
    order = np.argpartition(flat, full)
    filled, last = order[:full], order[full]
    energy = flat[filled].sum() + part * flat[last]
    weights = np.bincount(filled // L**2, minlength=L).astype(float)
    weights[last // L**2] += part
    return np.array([omega, counts.sum(), counts @ gu, counts @ ge,
                     energy, weights @ gu, weights @ ge]) / L**3


exact = np.array([omega0, n0, gu0, ge0, omega0 + mu * n0, gu0, ge0])

# On one mesh the force integrand sum is the derivative of the mesh Omega
test_shift = (0.137, 0.291, 0.618)
omega_pm = [np.minimum(mesh_energy(12, test_shift, u0 + s)[1] - mu, 0).mean()
            for s in (step, -step)]
mesh_slope = (omega_pm[0] - omega_pm[1]) / (2 * step)
assert abs(mesh_slope - mesh_values(12, test_shift)[2]) < 1e-7

# Shift-averaged squared error against the sum of squared Fourier coefficients
LP, MMAX = 12, 10
sample = np.array([mesh_values(LP, s) for s in shifts(1000, 3)]) - exact
measured = np.sqrt((sample**2).mean(0))
total = np.zeros(4)
mx = np.arange(MMAX + 1)
for my in range(MMAX + 1):
    for mz in range(MMAX + 1):
        r2 = mx**2 + my**2 + mz**2
        keep = (r2 > 0) & (r2 <= MMAX**2)
        if keep.any():
            copies = np.where(mx > 0, 2, 1) * (1 + (my > 0)) * (1 + (mz > 0))
            c = fourier(grid0, LP * mx, LP * my, LP * mz)
            total += (c**2 * (copies * keep)).sum(1)
parseval = np.sqrt(total) / measured[:4]
assert abs(parseval[0] - 1) < 0.08
# the jump sums are cut at |m| = 10, which drops several percent of the square
assert np.all(parseval[1:] > 0.86) and np.all(parseval[1:] < 1.07)

# Exponents in three dimensions
sizes = np.arange(8, 41)
rms, band_rms, excess, square, direct, linear = [], [], [], [], [], []
for L in sizes:
    err = np.array([mesh_values(L, s) for s in shifts(100, 3)]) - exact
    rms.append(np.sqrt((err**2).mean(0)))
    band_rms.append(np.sqrt(((err[:, 0] + mu * err[:, 1])**2).mean()))
    gain = err[:, 4] - err[:, 0]
    assert gain.min() > -1e-11           # variational property in mu
    if L >= 30:
        excess.append(gain.mean() * L**4)
        square.append((err[:, 1]**2).mean() / (2 * dos) * L**4)
        direct.extend(err[:, 5] * L**2)
        linear.extend((err[:, 2] - mean_gu * err[:, 1]) * L**2)
rms = np.array(rms)


def exponent(L, values):
    return np.polyfit(np.log(L), np.log(values), 1)[0]


powers = np.array([exponent(sizes, rms[:, i]) for i in range(7)])
band_power = exponent(sizes, band_rms)
# quasi-periodic oscillation with L scatters the fitted exponents
assert np.all(abs(powers - np.array([-3, -2, -2, -2, -3, -2, -2])) < 0.35)
assert abs(band_power + 2) < 0.35
second_order = np.mean(excess) / np.mean(square)
assert 0.7 < second_order < 1.5          # discreteness adds to the leading term
correlation = np.corrcoef(direct, linear)[0, 1]
assert correlation > 0.8

# Exponents in two dimensions: the slice kz = 0 of the same band
mu2 = mu + 2 * tp
kx2 = X * np.sin(theta)
w2 = X * np.cos(theta) * (np.pi / NODES) / TWO_PI
y2 = edge_y(kx2)
exact2 = np.array([(w2 * 2 * tp * (y2 * np.cos(y2) - np.sin(y2))).sum(),
                   (w2 * y2 * slope_u(kx2)).sum()]) / np.pi
sizes2, rms2 = np.arange(10, 101, 3), []
for L in sizes2:
    err = []
    for s in shifts(100, 2):
        kx, ky = (TWO_PI * (np.arange(L) + x) / L for x in s)
        e = band_x(kx)[:, None] - 2 * tp * np.cos(ky) - mu2
        err.append([np.minimum(e, 0).mean(),
                    (e < 0).sum(1) @ slope_u(kx) / L**2])
    rms2.append(np.sqrt(((np.array(err) - exact2)**2).mean(0)))
rms2 = np.array(rms2)
powers2 = [exponent(sizes2, rms2[:, i]) for i in range(2)]
assert abs(powers2[0] + 2.5) < 0.3 and abs(powers2[1] + 1.5) < 0.3

# Control: smooth occupations remove the slow error of the force
width, LS = 0.015, 24
sharp, smooth = [], []
for s in shifts(60, 3):
    kx, e = mesh_energy(LS, s)
    g = slope_u(kx)[:, None, None]
    sharp.append(((e < mu) * g).mean())
    smooth.append((expit((mu - e) / width) * g).mean())
spread_sharp, spread_smooth = np.std(sharp), np.std(smooth)
assert spread_smooth < 0.02 * spread_sharp

hartree = physical_constants['Hartree energy'][0]
bohr = physical_constants['atomic unit of length'][0]
gpa = hartree / bohr**3 / 1e9
print(f"hopping along x, transverse: {t:.2f}, {tp:.2f} hartree")
print(f"hopping decay: {decay:.1f} 1/bohr; displacement u: {u0:.1f} bohr")
print(f"cell lengths x, y=z: {a:.1f}, {b:.1f} bohr; volume {volume:.0f} bohr^3")
print(f"chemical potential: {mu:.2f} hartree")
print(f"Fermi-surface tips, reduced kx, ky: {X:.4f}, {Y:.4f} rad")
print(f"electrons per cell, one spin: {n0:.6f}")
print(f"density of states: {dos:.4f} states/hartree/cell")
print(f"grand potential: {omega0:.8f} hartree/cell")
print(f"energy at fixed number: {exact[4]:.8f} hartree/cell")
print(f"electronic force: {-gu0:.8f} hartree/bohr")
print(f"electronic xx stress: {ge0/volume:.6e} hartree/bohr^3")
print(f"electronic xx stress: {ge0/volume*gpa:.5f} GPa")
print(f"d(energy)/du at x tip, y tip: {slope_u(X):.5f}, {slope_u(0.):.5f} hartree/bohr")
print(f"Fermi-surface mean of d(energy)/du: {mean_gu:.5f} hartree/bohr")
print(f"band gradient at x tip: {velocity_x(X):.5f} hartree/rad")
print(f"x-tip rate d(kx)/du at fixed mu: {tip_rate:.5f} rad/bohr")
print("rms errors over mesh shifts, fixed mu:")
for L in (10, 20, 40):
    r = rms[L - sizes[0]]
    print(f" L={L}: Omega {r[0]:.3e} hartree, force {r[2]:.3e} hartree/bohr")
    print(f" L={L}: stress {r[3]/volume:.3e} hartree/bohr^3 = {r[3]/volume*gpa:.3e} GPa")
    print(f" L={L}: force error / Omega error {r[2]/r[0]:.3f} 1/bohr")
print("rms errors over mesh shifts, fixed electron number:")
for L in (10, 20, 40):
    r = rms[L - sizes[0]]
    print(f" L={L}: energy {r[4]:.3e} hartree, force {r[5]:.3e} hartree/bohr")
print(f"fitted exponents 3D, L={sizes[0]} to {sizes[-1]} (dimensionless):")
print(f" fixed mu: Omega {powers[0]:.2f}, number {powers[1]:.2f}")
print(f" fixed mu: force {powers[2]:.2f}, stress {powers[3]:.2f}")
print(f" fixed mu: band energy {band_power:.2f}")
print(f" fixed number: energy {powers[4]:.2f}, force {powers[5]:.2f}, stress {powers[6]:.2f}")
print(f"fitted exponents 2D: Omega {powers2[0]:.2f}, force {powers2[1]:.2f}")
print(f"Fourier-sum rms / mesh rms at L={LP}, |m|<={MMAX}:")
print(f" Omega {parseval[0]:.3f}, force {parseval[2]:.3f}, stress {parseval[3]:.3f}")
print("largest stationary-phase error / amplitude, m=120 to 127:")
print(f" Omega {phase_errors[:, 0].max():.4f}, force {phase_errors[:, 1].max():.4f}")
print(f"fixed-number energy excess / second-order estimate: {second_order:.3f}")
print(f"fixed-number force error, correlation with linear formula: {correlation:.3f}")
print(f"smearing width {width:.3f} hartree, L={LS}: force spread over shifts")
print(f" sharp {spread_sharp:.3e}, smeared {spread_smooth:.3e} hartree/bohr")
print("all good")
```

Output:

```
hopping along x, transverse: 0.10, 0.05 hartree
hopping decay: 0.5 1/bohr; displacement u: 0.4 bohr
cell lengths x, y=z: 8.0, 6.0 bohr; volume 288 bohr^3
chemical potential: -0.32 hartree
Fermi-surface tips, reduced kx, ky: 1.9402, 1.4102 rad
electrons per cell, one spin: 0.059297
density of states: 1.1558 states/hartree/cell
grand potential: -0.00192101 hartree/cell
energy at fixed number: -0.02089610 hartree/cell
electronic force: 0.00131541 hartree/bohr
electronic xx stress: 7.524478e-05 hartree/bohr^3
electronic xx stress: 2.21378 GPa
d(energy)/du at x tip, y tip: -0.03423, -0.02013 hartree/bohr
Fermi-surface mean of d(energy)/du: -0.02375 hartree/bohr
band gradient at x tip: 0.07771 hartree/rad
x-tip rate d(kx)/du at fixed mu: 0.44047 rad/bohr
rms errors over mesh shifts, fixed mu:
 L=10: Omega 1.812e-05 hartree, force 3.973e-05 hartree/bohr
 L=10: stress 2.127e-06 hartree/bohr^3 = 6.257e-02 GPa
 L=10: force error / Omega error 2.192 1/bohr
 L=20: Omega 1.035e-06 hartree, force 1.571e-05 hartree/bohr
 L=20: stress 8.588e-07 hartree/bohr^3 = 2.527e-02 GPa
 L=20: force error / Omega error 15.189 1/bohr
 L=40: Omega 1.728e-07 hartree, force 3.336e-06 hartree/bohr
 L=40: stress 1.858e-07 hartree/bohr^3 = 5.467e-03 GPa
 L=40: force error / Omega error 19.309 1/bohr
rms errors over mesh shifts, fixed electron number:
 L=10: energy 1.863e-05 hartree, force 6.999e-06 hartree/bohr
 L=20: energy 1.101e-06 hartree, force 2.088e-06 hartree/bohr
 L=40: energy 1.764e-07 hartree, force 5.712e-07 hartree/bohr
fitted exponents 3D, L=8 to 40 (dimensionless):
 fixed mu: Omega -3.07, number -2.00
 fixed mu: force -1.99, stress -2.00
 fixed mu: band energy -2.00
 fixed number: energy -3.09, force -1.98, stress -1.99
fitted exponents 2D: Omega -2.52, force -1.49
Fourier-sum rms / mesh rms at L=12, |m|<=10:
 Omega 0.999, force 0.933, stress 0.929
largest stationary-phase error / amplitude, m=120 to 127:
 Omega 0.0107, force 0.0106
fixed-number energy excess / second-order estimate: 1.007
fixed-number force error, correlation with linear formula: 0.958
smearing width 0.015 hartree, L=24: force spread over shifts
 sharp 8.812e-06, smeared 1.741e-09 hartree/bohr
all good
```
